\section*{Orbital averages of Coulomb and exchange integrals in a d shell}

\section*{Setting and conventions}

A Hubbard-type correction for a d shell can replace the full set of Coulomb integrals by two numbers, an average repulsion and an average exchange. This problem finds how those numbers follow from the radial shape of the shell, and which averages have to be taken.

The shell has five orthonormal orbitals with one common real radial function,
\begin{equation}
\psi_m(\mathbf r)=R(r)\,Y_m(\hat{\mathbf r}),\qquad \int_0^\infty R^2r^2\,dr=1 .
\end{equation}
The $Y_m$ are any orthonormal basis of the angular functions with $l=2$, real or complex. In atomic units the interaction is $1/r_{12}$. The direct and exchange integrals are
\begin{align}
U_{mm'}&=\iint \frac{|\psi_m(1)|^2\,|\psi_{m'}(2)|^2}{r_{12}}\,d^3r_1\,d^3r_2,\\
J_{mm'}&=\iint \frac{\psi_m^*(1)\psi_{m'}(1)\,\psi_{m'}^*(2)\psi_m(2)}{r_{12}}\,d^3r_1\,d^3r_2 .
\end{align}
Both are real and symmetric in $m,m'$, and $J_{mm}=U_{mm}$. The argument 1 or 2 of an angular function stands for the direction of that electron, and $\omega$ is the angle between the two directions.

\section*{(a) Separating radius from angle}

\textbf{Question.} Write $U_{mm'}$ and $J_{mm'}$ as sums of radial integrals times angular factors. Which radial integrals can occur?

\textbf{Solution.} Let $r_<$ and $r_>$ be the smaller and larger of $r_1,r_2$. Since $r_{12}^2=r_>^2+r_<^2-2r_<r_>\cos\omega$, the generating function of the Legendre polynomials gives
\begin{equation}
\frac1{r_{12}}=\sum_{k=0}^\infty\frac{r_<^k}{r_>^{k+1}}P_k(\cos\omega).
\end{equation}
The radial part is the same for all orbitals. It defines the Slater integrals
\begin{equation}
F^k=\int_0^\infty\!\!\int_0^\infty \frac{r_<^k}{r_>^{k+1}}R(r_1)^2R(r_2)^2\,r_1^2r_2^2\,dr_1dr_2 ,
\end{equation}
which are positive because the integrand is. Below they are written $F_0,F_2,F_4$. Then $U_{mm'}=\sum_k a_kF_k$ and $J_{mm'}=\sum_k b_kF_k$, with
\begin{align}
a_k(m,m')&=\iint|Y_m(1)|^2|Y_{m'}(2)|^2P_k(\cos\omega)\,d\Omega_1d\Omega_2,\\
b_k(m,m')&=\iint Y_m^*(1)Y_{m'}(1)Y_{m'}^*(2)Y_m(2)P_k(\cos\omega)\,d\Omega_1d\Omega_2 .
\end{align}

To see which $k$ survive, use the addition theorem for spherical harmonics $Y_{kq}$ of degree $k$,
\begin{equation}
\sum_{q=-k}^{k}Y_{kq}(1)Y_{kq}^*(2)=\frac{2k+1}{4\pi}P_k(\cos\omega).
\end{equation}
It shows that integration against $P_k(\cos\omega)$ picks out the degree-$k$ part of a function. For a function $g_j$ of pure degree $j$,
\begin{equation}
\int P_k(\cos\omega)\,g_j(2)\,d\Omega_2=\frac{4\pi}{2k+1}\,\delta_{jk}\,g_k(1).
\label{eq:proj}
\end{equation}
A product of two $l=2$ functions is a homogeneous polynomial of degree four in the components of the unit vector. On the sphere it contains harmonics of degree 0, 2 and 4 alone. Hence $F_0$, $F_2$ and $F_4$ are the radial integrals that occur.

\section*{(b) The average of the direct integrals}

\textbf{Question.} Find the average of $U_{mm'}$ over all 25 ordered pairs $(m,m')$, including $m=m'$.

\textbf{Solution.} For $l=2$ the addition theorem reads
\begin{equation}
\sum_mY_m(1)Y_m^*(2)=\frac5{4\pi}P_2(\cos\omega).
\label{eq:add}
\end{equation}
It holds in every orthonormal basis of the shell: if $\tilde Y_a=\sum_mY_mT_{ma}$ with $T$ unitary, then
\begin{equation}
\sum_a\tilde Y_a(1)\tilde Y_a^*(2)=\sum_{mn}Y_m(1)Y_n^*(2)\sum_aT_{ma}T_{na}^*=\sum_mY_m(1)Y_m^*(2),
\end{equation}
because $TT^\dagger=1$. Setting the two directions equal, where $P_2(1)=1$, gives $\sum_m|Y_m|^2=5/4\pi$. The filled set of orbitals has a spherical density.

Now sum $a_k$ over $m'$. With the polar axis of electron 2 along the direction of electron 1,
\begin{equation}
\frac5{4\pi}\int P_k(\cos\omega)\,d\Omega_2=\frac5{4\pi}\,2\pi\int_{-1}^1P_k(x)\,dx=5\,\delta_{k0}.
\end{equation}
The remaining integral over electron 1 is the norm of $Y_m$, which is 1. Therefore
\begin{equation}
\sum_{m'}U_{mm'}=5F_0\ \text{ for every }m,\qquad
\frac1{25}\sum_{mm'}U_{mm'}=F_0 .
\label{eq:Usum}
\end{equation}
An electron in any one d orbital sees the spherical charge of the whole set, so the multipole terms $F_2$ and $F_4$ cancel from its total repulsion. The diagonal terms belong to the average: $U_{mm}$ is the repulsion of two electrons of opposite spin in one orbital.

\section*{(c) The sum of the exchange integrals}

\textbf{Question.} Evaluate $\sum_{mm'}J_{mm'}$ over all 25 pairs. Does each row contribute equally?

\textbf{Solution.} The sums over $m$ and $m'$ in $b_k$ factorize, and (\ref{eq:add}) applies to each:
\begin{equation}
\sum_mY_m^*(1)Y_m(2)\,\sum_{m'}Y_{m'}(1)Y_{m'}^*(2)=\frac{25}{16\pi^2}P_2(\cos\omega)^2 .
\end{equation}
For a function of $\omega$ alone, the double angular integral is $4\pi\cdot2\pi\int_{-1}^1dx=8\pi^2\int_{-1}^1dx$. Hence
\begin{equation}
\sum_{mm'}b_k(m,m')=25\,I_k,\qquad I_k=\frac12\int_{-1}^1P_2(x)^2P_k(x)\,dx .
\end{equation}

To find $I_k$, expand $P_2^2$ in Legendre polynomials. From $P_2=(3x^2-1)/2$ and $P_4=(35x^4-30x^2+3)/8$,
\begin{equation}
P_2^2=\tfrac94x^4-\tfrac32x^2+\tfrac14 .
\end{equation}
The $x^4$ term requires the coefficient $\frac94\cdot\frac8{35}=\frac{18}{35}$ for $P_4$. Subtraction leaves
\begin{equation}
P_2^2-\tfrac{18}{35}P_4=\left(-\tfrac32+\tfrac{27}{14}\right)x^2+\tfrac14-\tfrac{27}{140}
=\tfrac37x^2+\tfrac2{35}.
\end{equation}
Since $x^2=\frac13+\frac23P_2$, the right side is $\frac27P_2+\frac17+\frac2{35}=\frac27P_2+\frac15$, and
\begin{equation}
P_2^2=\tfrac15+\tfrac27P_2+\tfrac{18}{35}P_4 .
\label{eq:P2sq}
\end{equation}
With $\frac12\int P_jP_k\,dx=\delta_{jk}/(2k+1)$,
\begin{equation}
I_0=\tfrac15,\qquad I_2=\tfrac27\cdot\tfrac15=\tfrac2{35},\qquad I_4=\tfrac{18}{35}\cdot\tfrac19=\tfrac2{35}.
\end{equation}
The equal weights of $F_2$ and $F_4$ come from these last two values. The sum is
\begin{equation}
\sum_{mm'}J_{mm'}=5F_0+\frac{10}7(F_2+F_4).
\label{eq:Jsum}
\end{equation}

The rows do contribute equally. The row sum $\sum_{m'}J_{mm'}$ is the expectation value in $\psi_m$ of the operator with kernel $\sum_{m'}\psi_{m'}(1)\psi_{m'}^*(2)/r_{12}$. By (\ref{eq:add}) this kernel depends on $r_1$, $r_2$ and $\omega$ alone, so the operator commutes with rotations. By Schur's lemma it acts as a constant within the five functions, and each row gives one fifth of (\ref{eq:Jsum}):
\begin{equation}
\sum_{m'}J_{mm'}=F_0+\frac27(F_2+F_4).
\label{eq:Jrow}
\end{equation}

\section*{(d) The exchange parameter}

\textbf{Question.} Show that two electrons of parallel spin in orbitals $m\ne m'$ repel with energy $U_{mm'}-J_{mm'}$. Define $J$ by requiring that the average of this energy over distinct orbitals be $F_0-J$, and express $J$ through the Slater integrals.

\textbf{Solution.} For parallel spins the spatial part of the determinant is
\begin{equation}
\Psi=\frac1{\sqrt2}\left[\psi_m(1)\psi_{m'}(2)-\psi_{m'}(1)\psi_m(2)\right].
\end{equation}
In $\langle\Psi|1/r_{12}|\Psi\rangle$ the two squared terms give $\frac12(U_{mm'}+U_{m'm})=U_{mm'}$, and the two cross terms give $-\frac12(J_{mm'}+J_{m'm})=-J_{mm'}$. For a determinant with antiparallel spins the cross terms vanish, because the spin functions are orthogonal, and the energy is $U_{mm'}$.

There are $5\cdot4=20$ ordered pairs with $m\neq m'$. Because $U_{mm}=J_{mm}$, the diagonal drops out of the difference, so the sum may be taken over all pairs. From (\ref{eq:Usum}) and (\ref{eq:Jsum}),
\begin{align}
\sum_{m\ne m'}(U_{mm'}-J_{mm'})&=25F_0-5F_0-\frac{10}7(F_2+F_4)\notag\\
&=20F_0-\frac{10}7(F_2+F_4).
\end{align}
Division by 20 gives $F_0-\frac1{14}(F_2+F_4)$, so that
\begin{equation}
J=\frac{F_2+F_4}{14}.
\label{eq:J}
\end{equation}
Thus $F_0$ is the mean repulsion of antiparallel pairs, and $J$ is the amount by which the mean for parallel pairs lies lower. It is positive, since $F_2$ and $F_4$ are. It does not contain $F_0$: an interaction with a monopole part alone would give $J_{mm'}=0$ for $m\neq m'$ by orthogonality.

Two averages cannot fix three integrals. If $F_0$ and $J$ are given, the ratio $\rho=F_4/F_2$ is still needed, and then $F_2=14J/(1+\rho)$ and $F_4=\rho F_2$.

\section*{(e) The plain average of the exchange integrals}

\textbf{Question.} Is $J$ the average of $J_{mm'}$ over $m\ne m'$? Compare real orbitals with the complex eigenfunctions of $L_z$.

\textbf{Solution.} The full sums (\ref{eq:Usum}) and (\ref{eq:Jsum}) are the same in every basis. The plain average also needs the diagonal sum $\sum_mU_{mm}$, which has to be found for each basis.

\emph{Real orbitals.} Every real $l=2$ function has the form $\mathbf n^{T}Q\,\mathbf n$, where $\mathbf n$ is the unit vector and $Q$ a real, symmetric, traceless $3\times3$ matrix. Its self-repulsion is a polynomial of degree four in $Q$, unchanged by rotations. Rotate $Q$ to diagonal form. The self-repulsion is then a symmetric polynomial of degree four in the eigenvalues $q_1,q_2,q_3$, since relabelling the axes changes nothing. Such a polynomial is built from $q_1+q_2+q_3=0$, $e_2=q_1q_2+q_2q_3+q_3q_1$ and $e_3=q_1q_2q_3$. At degree four the one possible term is $e_2^2$. The norm of the orbital is an invariant of degree two, hence proportional to $e_2$. All normalized real d orbitals therefore have the same $U_{mm}$.

It can be evaluated for $z^2$, whose angular density follows from (\ref{eq:P2sq}):
\begin{equation}
|Y_{z^2}|^2=\frac5{4\pi}P_2(\cos\theta)^2=\frac1{4\pi}\left(1+\tfrac{10}7P_2+\tfrac{18}7P_4\right).
\end{equation}
For a density $\frac1{4\pi}\sum_kc_kP_k(\cos\theta)$, equation (\ref{eq:proj}) and $\int P_k^2\,d\Omega=4\pi/(2k+1)$ give
\begin{equation}
a_k=\frac{c_k^2}{16\pi^2}\left(\frac{4\pi}{2k+1}\right)^2=\left(\frac{c_k}{2k+1}\right)^2 .
\label{eq:ak}
\end{equation}
Here $a_2=(\frac{10}{7\cdot5})^2=\frac4{49}$ and $a_4=(\frac{18}{7\cdot9})^2=\frac4{49}$. Thus
\begin{equation}
U_{mm}=F_0+\frac4{49}(F_2+F_4)=F_0+\frac87J .
\end{equation}
In terms of $J$, the sum (\ref{eq:Jsum}) is $5F_0+20J$. The off-diagonal averages are
\begin{align}
\overline{U}_{m\ne m'}&=\frac{25F_0-5F_0-\frac{40}7J}{20}=F_0-\frac27J,\\
\overline{J}_{m\ne m'}&=\frac{5F_0+20J-5F_0-\frac{40}7J}{20}=\frac57J .
\end{align}
The plain average of the exchange integrals is not $J$. The missing $\frac27J$ sits in the direct integrals, and the difference of the two averages is again $F_0-J$.

\emph{Complex orbitals.} With $x=\cos\theta$, the densities are $\frac1{4\pi}\frac{15}2(x^2-x^4)$ for $m=\pm1$ and $\frac1{4\pi}\frac{15}8(1-x^2)^2$ for $m=\pm2$. Using $x^2=\frac13+\frac23P_2$ and $x^4=\frac15+\frac47P_2+\frac8{35}P_4$,
\begin{align}
m=\pm1:&\quad \tfrac1{4\pi}\left(1+\tfrac57P_2-\tfrac{12}7P_4\right),\\
m=\pm2:&\quad \tfrac1{4\pi}\left(1-\tfrac{10}7P_2+\tfrac37P_4\right).
\end{align}
By (\ref{eq:ak}), $a_2=\frac4{49},\frac1{49},\frac4{49}$ and $a_4=\frac{36}{441},\frac{16}{441},\frac1{441}$ for $|m|=0,1,2$. Counting $|m|=1$ and 2 twice,
\begin{equation}
\sum_mU_{mm}=5F_0+\frac{14}{49}F_2+\frac{70}{441}F_4=5F_0+\frac27F_2+\frac{10}{63}F_4 .
\end{equation}
Subtracting this from (\ref{eq:Jsum}) and dividing by 20,
\begin{equation}
\overline{J}_{m\ne m'}=\frac1{20}\left(\frac87F_2+\frac{80}{63}F_4\right)=\frac2{35}F_2+\frac4{63}F_4 .
\end{equation}
This differs from the real-orbital value. The average of $U_{mm'}-J_{mm'}$ does not depend on the basis, and this is why it is the one that defines $J$.

\section*{(f) Multiplets, and the limits of the result}

\textbf{Question.} What do $F_0$ and $J$ say about the high-spin $d^5$ state and about the triplets of $d^2$? Which assumptions can be relaxed?

\textbf{Solution.} High-spin $d^5$ has one electron of the same spin in each orbital. Its determinant contains the ten unordered pairs once each, so its d--d repulsion is
\begin{equation}
E(d^5)=\sum_{m<m'}(U_{mm'}-J_{mm'})=10(F_0-J).
\end{equation}

For $d^2$ the ten antisymmetric functions $\Psi$ of part (d) span the triplet space. The trace of $1/r_{12}$ in that space is the same sum, $10(F_0-J)$. Two $l=2$ electrons in an antisymmetric spatial state have $L=3$ or $L=1$, with orbital degeneracies 7 and 3. Since a trace is the sum of the eigenvalues,
\begin{equation}
\frac{7E({}^3F)+3E({}^3P)}{10}=F_0-J .
\end{equation}
The two parameters fix the centre of the triplets, not their splitting.

The sum rules used the interaction only through its expansion in $P_k(\cos\omega)$. A screened static interaction that depends on $r_1$, $r_2$ and $\omega$ alone therefore obeys the same relations, with its own radial factors in $F_k$. The sign of $J$ is a separate matter: its positivity came from the positive kernel $r_<^k/r_>^{k+1}$, and for another interaction it is the sign of the sum $F_2+F_4$ of that interaction. If the screening is not spherically symmetric but the radial function is still common, part of the result survives. The sums over $m$ and $m'$ give the angular factors $25/16\pi^2$ and $\frac{25}{16\pi^2}P_2(\cos\omega)^2$, which depend on $\omega$ alone, so the full sums see only the average of the interaction over all rotations at fixed $r_1$, $r_2$ and $\omega$. The averages of $U_{mm'}$ and $U_{mm'}-J_{mm'}$ are then still $F_0$ and $F_0-J$, with $F_k$ taken from that averaged interaction, but the individual rows need no longer be equal. If the orbitals have different radial functions, as they may in a crystal field, the proof no longer applies. The averages can still be formed, but the radial integrals then depend on the pair of orbitals, and the sum rules need not hold.

\section*{(g) A free manganese ion}

\textbf{Question.} For Mn$^{2+}$ ($3d^5$, high spin), restricted open-shell Hartree--Fock in the def2-TZVP basis gives $F_0=22.810$, $F_2=10.616$ and $F_4=6.617$~eV. Find $J$, and compare it with the integrals $U_{mm'}$ and $J_{mm'}$ computed directly.

\textbf{Solution.} From (\ref{eq:J}),
\begin{equation}
J=\frac{10.616+6.617}{14}\ \text{eV}=\frac{17.233}{14}\ \text{eV}=1.231\ \text{eV},
\end{equation}
or 0.0452 hartree; $F_0$ is 0.8383 hartree.

The direct route uses Gaussian two-electron integrals, which do not rest on the expansion of part (a). For the orbital $xy$, the exchange integrals with $xy$, $yz$, $z^2$, $xz$ and $x^2-y^2$ add up to
\begin{equation}
24.217+0.950+1.092+0.950+0.525=27.734\ \text{eV}.
\end{equation}
Equation (\ref{eq:Jrow}) gives $22.810+\frac27(17.233)=27.734$~eV. The corresponding row of $U_{mm'}$ sums to 114.051~eV, and one fifth of it is 22.810~eV, equal to $F_0$. The diagonal cancels in the difference of the two rows, which leaves four distinct partners:
\begin{equation}
\frac{114.051-27.734}{4}\ \text{eV}=21.579\ \text{eV}=F_0-J .
\end{equation}

The plain off-diagonal average of $J_{mm'}$ is 0.879~eV for real orbitals, which is $\frac57J$, and 1.027~eV for the complex eigenfunctions of $L_z$. Relative to $J$, these are too low by 29\% and 17\%.

The $d^5$ repulsion evaluated from the self-consistent orbitals is 215.79~eV, equal to $10(F_0-J)$. With the same orbitals, two d electrons have triplet levels at 20.942~eV (${}^3F$) and 23.066~eV (${}^3P$), and
\begin{equation}
\frac{7(20.942)+3(23.066)}{10}\ \text{eV}=21.579\ \text{eV}.
\end{equation}

The numerical check asserts these relations, and also the separate angular weights of $F_2$ and $F_4$ in the row sums and in the off-diagonal average for complex orbitals. The agreement concerns the sum rules, not the accuracy of the ion's description. The calculation omits correlation and relativity and uses a finite basis. With the larger s, p and d sets of def2-QZVP, $F_0$ rises by about 0.01~eV to 22.82~eV and $10(F_0-J)$ by about 0.1~eV, while $F_2$ and $F_4$ move by 0.002~eV or less and $J$ stays at 1.231~eV. The last digits quoted above therefore belong to def2-TZVP. Its $F_0$ is the bare repulsion in a free ion, without the screening by other electrons that enters a Hubbard parameter for a solid.

\section*{Computed values}
\begin{verbatim}
Angular weights I_k = (1/2) int P2^2 Pk dx, k = 0, 2, 4: 1/5 2/35 2/35
Complex-basis off-diagonal exchange weights of F2, F4: 2/35 4/63
Mn2+ 3d5, ROHF/def2-TZVP, nonrelativistic
hartree in eV: 27.211386
total energy: -1149.08594 hartree
radial norm: 1.00000000
mean 3d radius: 1.1013 bohr
F0 (quadrature): 22.8102 eV
F2 (quadrature): 10.6161 eV
F4 (quadrature): 6.6172 eV
F4/F2: 0.6233
J = (F2+F4)/14: 1.2309 eV = 0.045237 hartree
F0 in hartree: 0.838259 hartree
U matrix in eV, columns xy yz z2 xz x2-y2
  xy       24.2170   22.3169   22.0336   22.3169   23.1666
  yz       22.3169   24.2170   22.8834   22.3169   22.3169
  z2       22.0336   22.8834   24.2170   22.8834   22.0336
  xz       22.3169   22.3169   22.8834   24.2170   22.3169
  x2-y2    23.1666   22.3169   22.0336   22.3169   24.2170
J matrix in eV, columns xy yz z2 xz x2-y2
  xy       24.2170    0.9501    1.0917    0.9501    0.5252
  yz        0.9501   24.2170    0.6668    0.9501    0.9501
  z2        1.0917    0.6668   24.2170    0.6668    1.0917
  xz        0.9501    0.9501    0.6668   24.2170    0.9501
  x2-y2     0.5252    0.9501    1.0917    0.9501   24.2170
mean U, all 25 pairs: 22.8102 eV
mean U-J, 20 distinct pairs: 21.5792 eV
J from the two means: 1.2309 eV
row sum of U: 114.0510 eV
row sum of J: 27.7340 eV
real basis, mean U off diagonal: 22.4585 eV
real basis, mean J off diagonal: 0.8792 eV
complex basis, mean U off diagonal: 22.6060 eV
complex basis, mean J off diagonal: 1.0268 eV
complex basis, mean U all pairs: 22.8102 eV
self-repulsion, random real d orbital: 24.2170 eV
d5 high-spin repulsion from SCF orbitals: 215.792 eV
10(F0-J): 215.792 eV
d2 triplet, 7-fold level (3F): 20.9419 eV
d2 triplet, 3-fold level (3P): 23.0664 eV
d2 triplet weighted mean: 21.5792 eV
\end{verbatim}
